# Singlet to T0 conversion of a radical pair by a g-factor difference

## Problem

A chemical step creates two radicals, each with one unpaired electron, in the singlet spin state. They sit in a static, uniform magnetic field $B=1$ T and have isotropic g-factors $g_1=2.0040$ and $g_2=2.0030$.

(a) Neglect every interaction except that of the two electron spins with the field. Find the spin state at time $t$ and the first time at which the pair is purely in the triplet state $T_0$. Evaluate that time.

(b) An exchange or dipolar interaction separates $T_0$ from the singlet by an energy $E$. How does this change the answer?

(c) One proton on radical 1 has hyperfine constant $a$ and is equally likely to be up or down. What is the $T_0$ population at the time found in (a), for $a$ equivalent to 0.1 mT and to 1 mT?

(d) Could the result of (a) be used for a phenoxyl radical and an alkyl radical in a phenolic resist film?

## Solution

### (a) The g-factor difference alone

Take $z$ along the field. This costs no generality, because the singlet is the same for every choice of axis. With dimensionless spin operators, the Hamiltonian is

$$H=\mu_B B\,(g_1S_{1z}+g_2S_{2z}).$$

Write $\uparrow\downarrow$ for spin 1 up and spin 2 down, and define

$$|S\rangle=\frac{|\uparrow\downarrow\rangle-|\downarrow\uparrow\rangle}{\sqrt2},\qquad
|T_0\rangle=\frac{|\uparrow\downarrow\rangle+|\downarrow\uparrow\rangle}{\sqrt2}.$$

The other two triplet states, $\uparrow\uparrow$ and $\downarrow\downarrow$, have total spin projection $\pm1$. Since $H$ commutes with $S_{1z}+S_{2z}$ and the singlet has projection zero, they are never populated.

The states $\uparrow\downarrow$ and $\downarrow\uparrow$ are eigenstates of $H$:

$$H|\uparrow\downarrow\rangle=\tfrac12(g_1-g_2)\mu_BB\,|\uparrow\downarrow\rangle,\qquad
H|\downarrow\uparrow\rangle=-\tfrac12(g_1-g_2)\mu_BB\,|\downarrow\uparrow\rangle.$$

The mean g-factor has dropped out. Define the signed angular frequency

$$\delta=\frac{(g_1-g_2)\mu_BB}{\hbar},$$

so that the two energies are $\pm\hbar\delta/2$. Each component acquires its own phase:

$$|\psi(t)\rangle=\frac{e^{-i\delta t/2}|\uparrow\downarrow\rangle-e^{i\delta t/2}|\downarrow\uparrow\rangle}{\sqrt2}.$$

To return to the singlet and triplet, insert $|\uparrow\downarrow\rangle=(|T_0\rangle+|S\rangle)/\sqrt2$ and $|\downarrow\uparrow\rangle=(|T_0\rangle-|S\rangle)/\sqrt2$:

$$|\psi(t)\rangle=\tfrac12\left(e^{-i\delta t/2}+e^{i\delta t/2}\right)|S\rangle+\tfrac12\left(e^{-i\delta t/2}-e^{i\delta t/2}\right)|T_0\rangle$$

$$=\cos\frac{\delta t}{2}\,|S\rangle-i\sin\frac{\delta t}{2}\,|T_0\rangle .$$

The triplet population is therefore

$$P_{T_0}(t)=\sin^2\frac{\delta t}{2}.$$

The pair is pure $T_0$ when the singlet amplitude $\cos(\delta t/2)$ vanishes. Its first zero at positive time is at $|\delta|t/2=\pi/2$, which gives

$$t_*=\frac{\pi}{|\delta|}=\frac{\pi\hbar}{|g_1-g_2|\mu_BB}=\frac{h}{2|g_1-g_2|\mu_BB}.$$

The state is then $\mp i|T_0\rangle$, and the phase factor has no physical effect. At $2t_*$ the pair is a singlet again.

For the numbers given, $|g_1-g_2|\mu_BB=0.0010\times9.274\times10^{-24}\ \mathrm{J/T}\times1\ \mathrm T=9.274\times10^{-27}$ J, and

$$t_*=\frac{6.626\times10^{-34}\ \mathrm{J\,s}}{2\times9.274\times10^{-27}\ \mathrm J}=3.57\times10^{-8}\ \mathrm s\approx36\ \mathrm{ns}.$$

The population is 0.50 at $t_*/2$ and 0.85 at $3t_*/4$. The curve is flat near its maximum, so the composition changes slowly around $t_*$.

There is a simple picture of this result. A spin with g-factor $g$ precesses about the field at $g\mu_BB/h$ turns per second, so by $t_*$ it has made $g/(2|g_1-g_2|)$ turns. That is 1002.0 turns for radical 1 and 1001.5 for radical 2. The relative rotation of half a turn reverses the relative sign of $\uparrow\downarrow$ and $\downarrow\uparrow$, and this sign is what distinguishes $S$ from $T_0$.

The time scales as $1/(|g_1-g_2|B)$. If the g-factors are equal, the formula gives an infinite time: both spins precess together and the singlet persists.

### (b) An energy gap between singlet and $T_0$

Measure energy from the singlet and let $\varepsilon=E/\hbar$. From (a), $H$ couples $S$ and $T_0$ with matrix element $\hbar\delta/2$. Subtracting the common energy $E/2$, which changes only the overall phase, leaves in the basis $(S,T_0)$

$$\frac{H}{\hbar}\to M=\frac12\begin{pmatrix}-\varepsilon&\delta\\ \delta&\varepsilon\end{pmatrix},\qquad M^2=\frac{\Omega^2}{4}\,\mathbf 1,\qquad \Omega=\sqrt{\delta^2+\varepsilon^2}.$$

Because $M^2$ is a multiple of the unit matrix, the even and odd terms of the exponential series sum separately:

$$e^{-iMt}=\cos\frac{\Omega t}{2}\,\mathbf 1-\frac{2i}{\Omega}M\sin\frac{\Omega t}{2}.$$

The amplitude for going from $S$ to $T_0$ is the off-diagonal element, so

$$P_{T_0}(t)=\frac{\delta^2}{\delta^2+\varepsilon^2}\sin^2\frac{\Omega t}{2}.$$

With a constant nonzero gap the pair never becomes pure $T_0$. The first maximum comes earlier, at $\pi/\Omega$, but is lower. A maximum of at least 0.99 requires $|\varepsilon/\delta|\le\sqrt{1/0.99-1}=0.1005$. Here $|\delta|/2\pi=14.0$ MHz, so $|E|/h$ must not exceed 1.4 MHz.

**Exchange.** For $J\,\mathbf S_1\cdot\mathbf S_2$, the scalar product is $-3/4$ in the singlet and $1/4$ in the triplet. Hence $E=J$.

**Dipolar coupling.** Let $\mathbf n$ be the unit vector joining the radicals, at angle $\theta$ to the field, and $r$ their distance. Then

$$H_D=d\left[\mathbf S_1\cdot\mathbf S_2-3(\mathbf S_1\cdot\mathbf n)(\mathbf S_2\cdot\mathbf n)\right],\qquad d=\frac{\mu_0g_1g_2\mu_B^2}{4\pi r^3}.$$

In the singlet, $\langle(\mathbf S_1\cdot\mathbf n)(\mathbf S_2\cdot\mathbf n)\rangle=-1/4$ for every $\mathbf n$, and the energy is $d(-3/4+3/4)=0$. In $T_0$, $\langle S_{1z}S_{2z}\rangle=-1/4$, while the product of the transverse components along any one direction averages to $+1/4$. Mixed products of a transverse and a $z$ component change the total projection and average to zero. Therefore

$$E=d\left[\tfrac14-\tfrac34(\sin^2\theta-\cos^2\theta)\right]=\tfrac d2(3\cos^2\theta-1).$$

$H_D$ is unchanged when the two spins are interchanged, whereas $S$ changes sign and $T_0$ does not, so $H_D$ does not mix them. Unless the pair axis lies exactly along or across the field, it does couple $T_0$ to the other triplet states. Those lie about 28 000 MHz away (1002 turns in 35.7 ns), and this coupling is neglected because $d/h$ is only a few MHz at the distance used below.

### (c) One proton

The hyperfine term is $a\,\mathbf I\cdot\mathbf S_1$. At 1 T, flipping the electron and proton in opposite directions changes the energy by approximately the electron Zeeman energy, which far exceeds $a$. To leading order, only $aI_zS_{1z}$ then matters. The proton's own Zeeman energy is the same for $\uparrow\downarrow$ and $\downarrow\uparrow$, and cancels from their difference.

For proton projection $\pm1/2$, the coefficient of $S_{1z}$ changes by $\pm a/2$, so the beat frequency becomes $\delta_\pm=\delta\pm a/2\hbar$. Averaging over the two proton states gives

$$P_{T_0}(t)=\frac12\sum_\pm\frac{1-\cos\delta_\pm t}{2}
=\frac12\left[1-\cos(\delta t)\cos\frac{at}{2\hbar}\right],$$

where $\cos(x+y)+\cos(x-y)=2\cos x\cos y$ has been used. At $t_*$, $\cos(\delta t_*)=-1$, and

$$P_{T_0}(t_*)=\cos^2\frac{at_*}{4\hbar}.$$

A coupling of 0.1 mT means $a=g_1\mu_B\times0.1$ mT, or $a/h=2.80$ MHz. The argument of the cosine is $(\pi/2)\times2.80\times10^6\times35.7\times10^{-9}=0.157$, and the population is 0.975.

For 1 mT, $a/h=28.05$ MHz, the argument is almost $\pi/2$, and the population is zero to four decimals. The shift $a/2h=14.0$ MHz nearly equals the beat frequency due to the g-factors. For one proton state the beat almost stops and the pair remains a singlet. For the other it doubles, and the pair has already returned to the singlet. The near-perfect cancellation depends on the ratio of $a$ to $\hbar|\delta|$, which is close to 2 here; at a ratio of 4 the same formula gives a population of 1. A 1 mT coupling therefore cannot be treated as a small correction.

### (d) The resist film

The g-factor difference must be measured or calculated for the two radicals actually present; the 0.001 used here is a chosen value. At 1 T, a difference of 0.002 would halve $t_*$ to about 18 ns. Birth as a singlet is an assumption of the problem. The remaining inputs below are rough values used to judge sizes, with each effect taken separately.

- **Hyperfine coupling.** The larger proton couplings are roughly 1 mT in a phenoxyl radical and often 2 mT or more in an alkyl radical. By (c), a single 1 mT coupling shifts the beat frequency by about as much as the g-factor difference of 0.001 contributes at 1 T, and a 2 mT coupling shifts it by twice as much.
- **Dipolar coupling.** At 2.0 nm, $d/h=6.5$ MHz. The largest $T_0$ population is 0.82 if the pair axis lies along the field and 0.95 if it lies across it.
- **Exchange.** Take 0.1 eV at contact (0.6 nm), falling as $e^{-\beta(r-0.6\ \mathrm{nm})}$ with $\beta=14$ per nm. Then $J/h$ is about 5400 MHz at 1.2 nm, where conversion is blocked: the largest population is $7\times10^{-6}$. At 2.0 nm it is 0.07 MHz and harmless. The steep exponential makes these values very sensitive to the inputs: with $\beta=10$ per nm, $J/h$ at 2.0 nm would be 20 MHz and the largest population only 0.33.
- **Anisotropic g-factor.** Let radical 1 have an axial g-tensor with mean 2.0040 and a difference of 0.004 between its parallel and perpendicular values. To leading order, the g-factor difference for a molecular axis at angle $\vartheta$ to the field is $0.001+0.004(\cos^2\vartheta-\tfrac13)$. It runs from about $-0.0003$ to $0.0037$. Averaged numerically over random, fixed orientations, the population at $t_*$ is 0.40.
- **Dephasing.** If each spin loses phase independently of the other, with time constant $T_2$, the coherence between $\uparrow\downarrow$ and $\downarrow\uparrow$ decays at the summed rate $2/T_2$. This gives $P_{T_0}=\frac12[1-e^{-2t/T_2}\cos\delta t]$. For $T_2=1$ µs, the value at $t_*$ is 0.966.

Motion decides whether the effects that depend on distance and orientation survive. For free diffusion, the root-mean-square change of the separation vector is $\sqrt{6Dt_*}$. With a relative diffusion constant $D=2\times10^{-5}$ cm²/s, typical of a thin liquid, this is 21 nm. The radicals then usually move out of range of exchange and strong dipolar coupling, and sufficiently fast tumbling averages the orientation-dependent terms. With $D=10^{-12}$ cm²/s, taken for a stiff film, the change is 0.005 nm, so the distance is nearly frozen. Exchange is steep, however. It depends on the distance alone, whose root-mean-square change is only the radial part, $\sqrt{2Dt_*}=0.0027$ nm; with $\beta=14$ per nm, even this changes $J$ by about 4%. The orientations are assumed to be frozen as well; this estimate does not test that.

The assumed field also matters. With no magnet nearby, the film is in the Earth's field of roughly 50 µT, not 1 T. The formula of (a) then gives 0.71 ms, far longer than the assumed $T_2$. A 1 mT hyperfine coupling also exceeds the external field, so the high-field argument of (c) fails and all three triplet states can mix with the singlet. Its time scale $h/a$ is about 36 ns, so the g-factor difference is unimportant there.

The 36 ns result therefore describes an idealized pair at 1 T: well separated, with negligible hyperfine coupling, averaged or absent anisotropy, slow relaxation, and no reaction before $t_*$. It should not be used as the conversion time in the resist film. Where the conditions do hold, the change matters chemically: if bond formation conserves spin and gives a singlet product, a pair in $T_0$ cannot recombine by that route until it regains singlet character.

## Values computed for the example and the checks

```
g1, g2 (chosen): 2.0040, 2.0030; difference 0.0010
field B (chosen): 1.0 T
Planck constant h: 6.626070e-34 J s
Bohr magneton muB: 9.274010e-24 J/T
splitting dg*muB*B: 9.2740e-27 J = 57.88 neV
angular beat frequency dw: 8.7941e+07 rad/s
beat frequency dw/(2 pi): 13.996 MHz
first pure T0, from propagation: 35.724 ns
first pure T0, from formula: 35.724 ns
back to pure singlet: 71.45 ns
P_T0 at 8.93 ns: 0.1464
P_T0 at 17.86 ns: 0.5000
P_T0 at 26.79 ns: 0.8536
P_T0 at 35.72 ns: 1.0000
P_T0 at 71.45 ns: 0.0000
turns of spin 1 by then: 1002.00
turns of spin 2 by then: 1001.50
check case dg=-0.0025, B=0.35 T: 40.83 ns
same pair at 50 uT: 0.714 ms
-- neglected effects, rough inputs --
proton coupling 1 mT: a/h = 28.05 MHz
  P_T0 at first-T0 time, full H: 0.0000
proton coupling 0.1 mT: a/h = 2.80 MHz
  P_T0 at first-T0 time, full H: 0.9754
dipolar d/h at 2.0 nm: 6.51 MHz
  largest P_T0, pair axis along B: 0.822
  largest P_T0, pair axis across B: 0.949
exchange at contact (0.6 nm): 0.1 eV
exchange decay constant: 14 per nm
exchange J/h at 1.2 nm: 5437 MHz
  largest P_T0: 6.63e-06
exchange J/h at 2.0 nm: 0.074 MHz
  largest P_T0: 0.99997
T0-S gap/h that caps P_T0 at 0.99: 1.41 MHz
g spread (parallel - perpendicular): 0.004
  orientation-averaged P_T0 at first-T0 time: 0.397
dephasing time T2 of each spin: 1.0 us
  P_T0 at first-T0 time: 0.9655
liquid: D = 2e-05 cm2/s, rms shift 20.7047 nm
film: D = 1e-12 cm2/s, rms shift 0.0046 nm
```
